\section*{Separating sample and contact thermal resistances with four heated lines}

\section{Definitions and conventions}

Four thin suspended lines, numbered $j=1,\dots,4$, cross a sample at their midpoints. Their ends are held at the bath temperature, and all temperatures below are rises above it. Each line is a heater, with total Joule power $Q_j$, and a thermometer: its electrical resistance, linear in temperature for small rises, gives the mean rise $m_j$ along it. The midpoint rise is $t_j$. The heat leaving line $j$ for the sample is $q_j$, and $p_j=-q_j$ is the heat entering the line.

Line $j$ has end-to-end thermal resistance $R_{b,j}$. Its two halves act in parallel between midpoint and bath, so the midpoint-to-bath resistance is $r_j=R_{b,j}/4$. I write $d_j=1/r_j$.

The sample segments between successive lines have resistances $R_1,R_2,R_3$; the contacts have $R_{c1},\dots,R_{c4}$. The target is $R_2$. I assume steady linear diffusion, constant properties, uniform Joule heating, an electrically insulating sample, no heat loss from the sides, and point contacts. The last assumption is relaxed later.

\section{One line}

Let the line have length $L$ and conductivity times cross-section $g$, so $R_b=L/g$. With $x=0$ at the midpoint,
\begin{equation}
g\,\theta''=-\frac{Q}{L}+q\,\delta(x),\qquad \theta(\pm L/2)=0 .
\end{equation}
The solution is even: $\theta=t-b|x|-Qx^2/(2gL)$. Integrating across $x=0$ gives $-2gb=q$, so $b=-q/(2g)$. The end condition then gives
\begin{equation}
t=\frac{bL}{2}+\frac{QL}{8g}=\frac{R_bQ}{8}-\frac{R_bq}{4}=\frac{rQ}{2}-rq .
\label{mid}
\end{equation}
Averaging over half the line,
\begin{align}
m&=t-\frac{bL}{4}-\frac{QL}{24g}
=\frac{rQ}{2}-rq+\frac{rq}{2}-\frac{rQ}{6}
=\frac{rQ}{3}-\frac{rq}{2}.
\end{align}
Subtracting half of (\ref{mid}) eliminates $q$:
\begin{equation}
m=\frac t2+\frac{rQ}{12},\qquad t=2m-\frac{rQ}{6}.
\label{mean}
\end{equation}
Two limits check the factors. With no heat leaving to the sample, the profile is a parabola and $m/t=2/3$. With no Joule heating it is a triangle and $m/t=1/2$.

\section{Two lines: calibration without separation}

Equation (\ref{mid}) gives $q_j=Q_j/2-d_jt_j$. With no side loss the sample stores and loses nothing, so $\sum_jq_j=0$ and $\sum_jd_jt_j=\sum_jQ_j/2$. Inserting (\ref{mean}),
\begin{equation}
2\sum_jd_jm_j-\frac16\sum_jQ_j=\frac12\sum_jQ_j
\quad\Longrightarrow\quad
\sum_jd_jm_j=\frac13\sum_jQ_j .
\label{balance}
\end{equation}
For two lines, heating each in turn gives two linear equations for $d_1,d_2$. The lines are then calibrated, and $(t_1-t_2)/q_1$ is the resistance between their midpoints. That resistance is contact plus segment plus contact, in series. No heating of these two lines can divide the sum, because the same heat crosses all three parts. If the contacts are negligible this does not matter; otherwise the relative excess over the segment is the sum of the contact resistances divided by the segment resistance.

\section{Four lines}

Define $M_{ji}$ as the mean rise of line $j$ per unit power in line $i$. Sample and contacts together form a linear network, $q=Kt$. The matrix $K$ is symmetric, since each link conducts equally in both directions and eliminating internal nodes preserves symmetry. Equal midpoint rises drive no flow, so $K\mathbf 1=0$, where $\mathbf 1$ is the vector of ones. For other $t$, $t^TKt$ is a sum of link conductances times squared temperature differences, hence positive.

Let $D$ and $D^{-1}$ be the diagonal matrices of $d_j$ and $r_j$. Combining $q=Kt$ with $q=Q/2-Dt$,
\begin{equation}
t=\tfrac12ZQ,\quad Z=(D+K)^{-1},\qquad
M=\tfrac14Z+\tfrac1{12}D^{-1}.
\label{M}
\end{equation}
The second result follows from (\ref{mean}). Both terms of $M$ are symmetric and positive definite, so $M$ is symmetric and invertible. Equation (\ref{balance}), written for each heating, becomes
\begin{equation}
Md=\tfrac13\mathbf 1,\qquad d=\tfrac13M^{-1}\mathbf 1 .
\end{equation}
The powers $Q_j=3\theta d_j$ therefore make every mean rise equal to $\theta$. By (\ref{mean}) every midpoint then has $t_j=2\theta-\theta/2=3\theta/2$, and no heat crosses the sample. The calibration rests on this state, whatever the sample.

With $d$ known, (\ref{M}) gives the sample network:
\begin{equation}
Z=4M-\tfrac13D^{-1},\qquad K=Z^{-1}-D .
\end{equation}

\subsection{The middle segment}

Let $u_j$ be the sample's rise at contact $j$. Heat $p_j$ flows from sample to line, so $u_j=t_j+R_{cj}p_j$. The flow $J$ from left to right through the middle segment ends in lines 3 and 4: $J=p_3+p_4$. Substituting into $u_2-u_3=R_2J$,
\begin{equation}
t_2-t_3=R_2J-R_{c2}p_2+R_{c3}p_3 .
\label{middle}
\end{equation}
There is one such equation per heating. Since $Z$ is invertible, the four vectors $t$ span all four dimensions, and the flows $-Kt$ span the three-dimensional space of zero-sum vectors. The numbers $(J,p_2,p_3)$ specify such a vector completely: $p_4=J-p_3$ and $p_1=-J-p_2$. The four equations thus have rank three and determine the three unknowns.

The solution has an electrical analogue. Prescribe a zero-sum vector $a$ of heat entering the sample from the lines and solve $Kx=a$; the arbitrary constant in $x$ cancels in differences.

For $a=(1,0,0,-1)$, $p_2=p_3=0$ and $J=1$. Equation (\ref{middle}) gives
\begin{equation}
R_2=x_2-x_3 .
\end{equation}
The inner lines draw no heat, so their contacts produce no temperature drop: this is a thermal four-probe reading.

For $a=(1,-1,0,0)$, $p_2=1$ and $p_3=J=0$. Then $R_{c2}=x_3-x_2$. Also $u_2=u_3=x_3$, so $x_1-x_3=R_{c1}+R_1$. The mirror choice $a=(0,0,-1,1)$ gives $R_{c3}=x_2-x_3$ and $x_4-x_2=R_{c4}+R_3$.

An outer contact cannot be separated from its segment: both carry the same heat in series, and $K$ contains their sum. A uniform sample with known line spacings supplies the missing relation.

\subsection{Why four heatings}

The unknowns number nine: four $r_j$, then $R_2,R_{c2},R_{c3}$ and two outer sums. The sixteen readings obey six reciprocity relations $M_{ij}=M_{ji}$. There is one more relation. When line 1 or 2 is heated, lines 3 and 4 respond in proportion to $u_3$, so $M_{31}/M_{41}=M_{32}/M_{42}$, or
\begin{equation}
M_{13}M_{24}=M_{14}M_{23}.
\label{ratio}
\end{equation}
This leaves $16-6-1=9$ independent readings, matching the unknowns.

If line 4 is never heated, reciprocity still supplies every reading except $M_{44}$. Since (\ref{ratio}) does not contain $M_{44}$, eight independent readings remain, one too few for the full separation. The same holds for any omitted line.

Relation (\ref{ratio}) can reveal a direct heat path from a line on the left to a line on the right. It cannot reveal a path parallel to the middle segment that joins the sample at contacts 2 and 3, or linear loss to the bath: in both cases the right side still responds in proportion to $u_3$. For the same reason it cannot reveal a direct path between lines 1 and 2 or between lines 3 and 4, although such a path shifts the extracted $R_2$.

\section{A silicon-like ribbon}

Take a ribbon $200\,$nm wide and $100\,$nm thick with conductivity $20\,$W/(m\,K), at $300\,$K. Its resistance per length is
\[
s=\frac1{20\times0.2\times0.1}=2.5\ \mathrm{K/(\mu W\,\mu m)} .
\]
Line spacings of 4, 5 and $6\,\mu$m give segments of 10, 12.5 and $15\,$K/$\mu$W. Interface conductances of 3, 2, 4 and $2.5\,$MW/(m$^2$K) over $1\times0.2\,\mu$m$^2$ give contacts of 1.667, 2.5, 1.25 and $2\,$K/$\mu$W.

The lines are $100\,\mu$m long and $1\,\mu$m wide, with $300\,$nm of nitride at $3\,$W/(m\,K) and $70\,$nm of metal at $40\,$W/(m\,K). Hence $R_b=100/(0.9+2.8)=27.03\,$K/$\mu$W, multiplied by 1, 1.03, 0.98 and 1.05 to make the lines unequal.

A finite-difference solution of the heat equation for this device, with $1\,\mu$W in one line at a time, gives in K
\[
M=\begin{pmatrix}
1.78970&0.31486&0.11588&0.04056\\
0.31486&1.67139&0.23245&0.08137\\
0.11588&0.23245&1.61200&0.27909\\
0.04056&0.08137&0.27909&1.94031
\end{pmatrix}.
\]
The digits are kept for the arithmetic; they do not represent measurement accuracy. Solving $Md=\mathbf1/3$ gives $d=(0.148000,0.143689,0.151020,0.140952)\,\mu$W/K. For the first row,
\[
0.26488+0.04524+0.01750+0.00572=0.33334 .
\]

With line 1 heated, the other midpoints are at twice their mean rises: $t_2=0.62971$, $t_3=0.23175$, $t_4=0.08112\,$K. Multiplying by $d_j$ gives $p_2=0.090483$, $p_3=0.034999$, $p_4=0.011434\,\mu$W, so $J=0.046433\,\mu$W. The heatings of lines 2 and 4 are treated alike, with (\ref{mean}) used for the heated line. In the order 1, 2, 4, equation (\ref{middle}) reads
\begin{align*}
0.046433R_2-0.090483R_{c2}+0.034999R_{c3}&=0.39796,\\
0.093148R_2+0.186347R_{c2}+0.070209R_{c3}&=1.71797,\\
-0.035390R_2-0.023384R_{c2}+0.084296R_{c3}&=-0.39544 .
\end{align*}
Multiplying the first equation by 2.00607 and subtracting it from the second removes $R_2$ and, to rounding, $R_{c3}$. This leaves $0.36786R_{c2}=0.91963$, so $R_{c2}=2.50$. The other two equations then give $R_2=12.50$ and $R_{c3}=1.25\,$K/$\mu$W. In SI units, $R_2=1.25\times10^7\,$K/W.

If lines 1 and 4 did not touch the sample, lines 2 and 3 would give $12.5+2.5+1.25=16.25\,$K/$\mu$W, 30\% above $R_2$. The outer sums are 11.67 and $17.00\,$K/$\mu$W. If the ribbon is known to be uniform, $R_1=\frac45R_2=10$ and $R_3=\frac65R_2=15$, which leaves outer contacts of 1.67 and $2.00\,$K/$\mu$W.

\subsection{The four-probe state made real}

The powers for a chosen flow are $Q=2(Dx+a)$. Adding a constant $c$ to $x$ adds $2cd$ to the powers without changing the flow, so all powers can be made non-negative. For $J=0.1\,\mu$W, the powers $1.62853$, $1.05165$, $0.72776$ and $0\,\mu$W suffice, applied together. The midpoints rise by 4.82613, 3.65946, 2.40946 and $0.70946\,$K. Line 2 takes no heat from the sample, since $d_2t_2=0.52583\,\mu$W equals $Q_2/2$; line 3 behaves likewise. Directly,
\[
R_2=\frac{3.65946-2.40946}{0.1}=12.50\ \mathrm{K/\mu W}.
\]

\subsection{Noise and the missing heating}

Suppose each of the sixteen readings has independent noise of $1\,$mK, and reciprocal pairs are averaged. Linear propagation through the inversion gives standard errors of 0.073, 0.035 and $0.040\,$K/$\mu$W for $R_2$, $R_{c2}$ and $R_{c3}$. Relative to their own values these are 0.6\%, 1.4\% and 3.2\%.

Raising $M_{44}$ by 1\%, with all other readings fixed, changes the extracted $R_2$ by 0.11\%. A 10\% error in $M_{44}$ moves $R_2$ by 1.0 to 1.3\% and $R_{c3}$ by 4 to 5\%. In this device an independent value of $M_{44}$ good to a few per cent would therefore serve for $R_2$, although three heatings alone do not fix it.

\section{Contacts of finite width}

Let a contact have width $w$ along the sample and total interface resistance $R_c$, with the line at one temperature across $w$. The sample's rise $v$ relative to the line obeys
\begin{equation}
v''=\frac{v}{\ell^2},\qquad \ell=\sqrt{R_cw/s}.
\end{equation}
Put $x=0$ at the contact centre and $h=w/(2\ell)$. If equal heat $I$ enters at both edges, $v\propto\cosh(x/\ell)$ and the edge value is $v=s\ell I\coth h$. If $I$ enters at one edge and leaves at the other, $v\propto\sinh(x/\ell)$ and $v=s\ell I\tanh h$ at the entry edge.

A Y network with two sample arms $\alpha$ and a stem $\beta$ to the line gives $(\alpha+2\beta)I$ and $\alpha I$ in these cases. Therefore
\begin{equation}
\alpha=s\ell\tanh\frac{w}{2\ell},\qquad
\beta=\frac{s\ell}{2}(\coth h-\tanh h)=\frac{s\ell}{\sinh(w/\ell)} .
\end{equation}
The extracted contact resistance is $\beta$. For centre-to-centre spacing $P$, the extracted middle resistance is
\begin{equation}
R_2=s(P-w)+\alpha_2+\alpha_3 .
\end{equation}
For $\ell\gg w$, $\alpha\to sw/2$ and $\beta\to R_c$: the point-contact result returns. For $\ell\ll w$, $\beta$ vanishes exponentially and $\alpha\to s\ell$, so $R_2$ approaches the free-gap value with an excess of one length $\ell$ at each end. Since $0<\tanh h<h$, $R_2$ lies between the free-gap and centre-to-centre values.

Here $w=1\,\mu$m gives $\ell=1.00$ and $0.71\,\mu$m at contacts 2 and 3, so
\[
R_2=10+1.155+1.076=12.23\ \mathrm{K/\mu W}.
\]
Using the centre distance would give a conductivity of $5/(12.23\times0.02)=20.4\,$W/(m\,K), 2.2\% too high. The stems are 2.13 and $0.91\,$K/$\mu$W, below the full interface resistances of 2.5 and 1.25. The contacts are thus distorted more than the segment.

\section{Against a real device}

These dimensions and conductivities are rough values in the regime of suspended microfabricated devices. The interface conductances represent weak mechanical contact; well-bonded interfaces can conduct much better. Of the effects on $R_2$ computed here, finite contact width is the largest: it lowers $R_2$ by 2.1\% from the centre-to-centre value.

Other effects were estimated with point contacts and $1\,\mu$W per heating. Black-body radiation from lines and sample to the bath shifts $R_2$ by $+0.05\%$. Black-body exchange between the facing sides of lines 2 and 3, with all radiation leaving one side assumed to reach the other and represented by one link between their midpoints, shifts it by $-0.37\%$; the same conductance spread evenly along the two lines gives $-0.23\%$. For sides $0.37\,\mu$m high and $4\,\mu$m apart the far-field view factor is only about 0.05, so ray optics would give a much smaller shift. Neither estimate is a bound: thermal wavelengths at $300\,$K are around $10\,\mu$m, larger than the gap between the lines and much larger than the thickness of the lines and sample. The second path breaks (\ref{ratio}) by $5\times10^{-4}$ as a midpoint link and by $9\times10^{-4}$ when spread along the lines, but $1\,$mK noise leaves $M_{14}$ uncertain by about 1.7\% even after averaging its reciprocal pair. The violation would be hidden.

A metal resistance coefficient of $0.002\,$K$^{-1}$ makes the Joule heating uneven and shifts $R_2$ by $+0.05\%$ at fixed total power. The coefficient itself must be calibrated: a 1\% error common to all thermometers, or to all powers, scales $M$ and changes every extracted resistance by 1\%, and a 1\% error in one inner thermometer alone changes $R_2$ by about 0.4\%. With $1\,\mu$W in one line at a time, the largest midpoint rise is 0.9\% of $300\,$K, so a conductivity varying as $1/T$ changes by about that fraction at the hottest point. The line's sheet thermal resistance, $0.27\,$K/$\mu$W, sets the scale of the temperature difference caused by heat that must cross the line's width. Here the ribbon touches the full width and $\ell$ is comparable with $w$, so heat is exchanged along the whole width. Heat passing along the sample still partly detours through the line: at the contact centre the fraction is $1-1/\cosh h$, or 11\% and 21\% at contacts 2 and 3. The finite-width formulas neglect the line's resistance to this detour; treating each line as a two-dimensional sheet raises $R_2$ by about 0.04\% here. A sample touching only one edge of a line would cause more spreading, which the extracted contact resistance would include.

Finally, (\ref{middle}) requires a local temperature at each contact. A single-free-path estimate, $3\kappa/(Cv)$ with rough heat capacity $C=1.7\times10^6\,$J/(m$^3$K) and sound speed $v=6000\,$m/s, gives $6\,$nm. Heat in silicon is carried by phonons with a wide range of free paths, so this number does not exclude much longer ones. If the important paths approach the contact width or the gap, the resistor network itself fails.
